Discharging a Capacitor Through a Charge-Controlled Memristor

**The circuit.** A capacitor C = 1 µF is charged to V₀ = 1 V and connected at t = 0 across a memristor. The memristor obeys Ohm's law at every instant, v = M i, but its resistance M (the memristance) depends on the charge q that has passed through it since t = 0:

M(q) = R₀ − (R₀ − R₁) q/Q₀, for 0 ≤ q ≤ Q₀,

with R₀ = 10 kΩ, R₁ = 5 kΩ and Q₀ = 1 µC. The current i = dq/dt is counted positive when it leaves the positive plate, and the memristor is connected so that this current lowers M. Wire resistance, inductance and leakage are neglected. Parts (a) to (f) concern this ideal circuit; parts (g) and (h) ask what it has to do with a real film.

**(a) Express M through the voltage fraction x = v/V₀. Does the memristor reach the end of its range in a finite time?**

*Answer.* The charge that leaves the capacitor all passes through the memristor. The capacitor holds CV₀ at the start and Cv later, so

q = CV₀ − Cv = CV₀(1 − x).

Here CV₀ = 1 µF × 1 V = 1 µC, which equals Q₀. Hence q/Q₀ = 1 − x, and

M = R₀ − (R₀ − R₁)(1 − x) = R₁ + (R₀ − R₁)x.

The memristance falls linearly with charge, and therefore also linearly with the capacitor voltage. It does not fall linearly in time, because the current changes during the discharge.

The end of the range, q = Q₀, corresponds to x = 0. To see whether x = 0 is reached, differentiate the charge balance: i = dq/dt = −CV₀ dx/dt. Ohm's law gives i = V₀x/M. Equating the two expressions and cancelling V₀,

dx/dt = −x/(MC).

Since M is never below R₁, x decays no faster than it would through a fixed resistor R₁, so x ≥ exp[−t/(R₁C)]. This is positive at every finite time. The end of the range is approached only as t → ∞, and no rule for what happens at an end stop is needed.

**(b) Derive the time needed to reach a voltage fraction x, and show that the voltage falls to 1 percent of its starting value in 28.0 ms.**

*Answer.* Solve the equation of part (a) for dt and insert M(x):

dt = −C M dx/x = −C [R₁/x + (R₀ − R₁)] dx.

The minus sign is needed because dx is negative while dt is positive. Integrate from x = 1 at t = 0 to the fraction x, using x′ for the integration variable. The minus sign is absorbed by exchanging the limits:

t = C ∫ from x to 1 of [R₁/x′ + (R₀ − R₁)] dx′.

The first term integrates to R₁(ln 1 − ln x) = R₁ ln(1/x), and the second to (R₀ − R₁)(1 − x). Therefore

t(x) = C [R₁ ln(1/x) + (R₀ − R₁)(1 − x)].

The product kΩ × µF is a millisecond. For x = 0.01 the two terms are

R₁C ln 100 = 5 ms × 4.60517 = 23.026 ms,

(R₀ − R₁)C × 0.99 = 5 ms × 0.99 = 4.950 ms.

Their sum is 27.976 ms, or 28.0 ms (0.0280 s), as required. At that moment q = 0.990 µC has passed and M = 5 + 5 × 0.01 = 5.050 kΩ.

**(c) Compare this time with those for fixed resistors of 5 and 10 kΩ. Explain why it is nearer to the first, and describe the start and the tail of the discharge.**

*Answer.* For a fixed resistor R, setting both resistances equal to R in the result of (b) leaves t = RC ln(1/x). The times to 1 percent are then 23.026 ms for 5 kΩ and 46.052 ms for 10 kΩ. The memristor takes 4.950 ms longer than the smaller resistor and 18.076 ms less than the larger.

The reason follows from writing the time as

t = C ∫ M d[ln(1/x)].

The resistance that counts is M averaged uniformly over the logarithm of the voltage, not over the charge. Each factor of ten in voltage has equal weight in this average. In the first factor of ten, M falls from 10 to 5.5 kΩ; in the second, it falls merely from 5.5 to 5.05 kΩ. The average over both is 27.976 ms/(1 µF × 4.60517) = 6.07 kΩ, well below the charge average of about 7.5 kΩ.

The times for successive fractions show the same thing:

50 percent: 5.966 ms
10 percent: 16.013 ms
1 percent: 27.976 ms
0.1 percent: 39.534 ms

At the start x = 1 and M = R₀, so dv/dt = −V₀/(R₀C) = −0.1 V/ms, the initial slope for a fixed 10 kΩ resistor. In the tail x ≪ 1, and the second term of t(x) approaches the constant (R₀ − R₁)C = 5 ms. Then

t ≈ R₁C ln(1/x) + (R₀ − R₁)C.

Solving for x gives

x ≈ exp[(R₀ − R₁)/R₁] exp[−t/(R₁C)].

The tail is thus the exponential of a 5 kΩ resistor, delayed by 5 ms. From 1 to 0.1 percent the table gives 11.558 ms. A fixed 5 kΩ resistor needs 5 ms × ln 10 = 11.513 ms; the remaining 0.045 ms is the last small change of the linear term, 5 ms × (0.01 − 0.001).

**(d) Find v as an explicit function of time, and evaluate it at 5, 10 and 20 ms.**

*Answer.* Define β = (R₀ − R₁)/R₁ and τ = R₁C. Dividing t(x) by τ gives

t/τ = −ln x + β(1 − x),

so

ln x + βx = β − t/τ.

To make the two terms on the left contain the same quantity, set y = βx and add ln β to both sides:

ln y + y = ln β + β − t/τ.

Exponentiation gives

y exp(y) = β exp(β − t/τ).

The Lambert function W(z) is defined as the solution of W exp(W) = z. For positive y the product y exp(y) increases steadily, so there is one positive solution, which lies on the principal branch of W. Hence

v(t) = (V₀/β) W[β exp(β − t/τ)].

Here β = 1 and τ = 5 ms, so v = V₀ W[exp(1 − t/5 ms)]. The values are

at 5 ms: v = W(1) V = 0.56714 V,
at 10 ms: v = W(e⁻¹) V = 0.27846 V,
at 20 ms: v = W(e⁻³) V = 0.04748 V.

As a check at t = 0, W(e) = 1 because 1 × e¹ = e, which returns v = V₀. For small z, W(z) ≈ z, and this reproduces the delayed exponential of part (c). At 20 ms that approximation gives e⁻³ V = 0.0498 V, about 5 percent above the full value.

**(e) By the time v reaches 1 percent, how much heat has the memristor produced, and what is the time integral of its voltage? Which of the two depends on the memristance?**

*Answer.* The electrical power entering the memristor is vi. With i = −C dv/dt, the heat produced is

H = ∫ v i dt = −C ∫ from V₀ to xV₀ of v dv = ½CV₀²(1 − x²).

For x = 0.01 this is 0.5 µJ × 0.9999 = 0.49995 µJ. The memristance has dropped out: H is the energy lost by the capacitor, and all of it becomes heat because the ideal memristor stores none. Its state records the charge that has passed, but that record carries no recoverable energy in this model.

The time integral of the voltage, called the flux Φ, does depend on the memristance. Since v dt = M i dt = M dq,

Φ = ∫ from 0 to q of M(q′) dq′ = R₀q − (R₀ − R₁)q²/(2Q₀).

With q = 0.99 µC,

Φ = 9.900 − 2.5 × 0.9801 = 7.44975 mV s,

because kΩ × µC = mV s. For complete discharge the formula tends to 7.5 mV s, the charge-averaged resistance of 7.5 kΩ times 1 µC. The charge average rejected in part (c) is the right one for flux, while the logarithmic average is the right one for the time to a given fraction.

**(f) The memristor is reset and reversed, so that M rises from 5 to 10 kΩ over the same charge. Find the new time to 1 percent. Then return to the original polarity and find how the time depends on a starting voltage below 1 V.**

*Answer.* With the polarity reversed,

M = R₁ + (R₀ − R₁)q/Q₀ = R₁ + (R₀ − R₁)(1 − x) = R₀ − (R₀ − R₁)x.

The integration of part (b), applied to this M, gives

t = C [R₀ ln(1/x) − (R₀ − R₁)(1 − x)] = 46.052 − 4.950 = 41.102 ms.

The capacitor, the charge, the heat and the range of M are unchanged, yet the time is longer by 13.126 ms. The tail of the discharge now sees the high resistance instead of the low one.

For the original polarity and a general V₀, write M = R₀ − sq with s = (R₀ − R₁)/Q₀ = 5 kΩ/µC. Inserting q = CV₀(1 − x),

M = (R₀ − sCV₀) + sCV₀x.

This has the form used in (b), with R₀ − sCV₀ in place of R₁ and sCV₀ in place of R₀ − R₁. Therefore

t = C [(R₀ − sCV₀) ln(1/x) + sCV₀(1 − x)].

Unlike a fixed resistor, the memristor makes the time to a given fraction depend on the starting voltage. As V₀ → 0, too little charge passes to change the state, and the time to 1 percent tends to the 46.052 ms of a fixed 10 kΩ resistor. At V₀ = 1 V it is 27.976 ms. Above 1 V, with C fixed, the charge range is exhausted during the discharge. The formula then holds only until q = Q₀, and the model must be told what the memristor does next.

**(g) Suppose that M does not follow the linear law, but stays between 5 and 10 kΩ. What can still be said about the time to 1 percent?**

*Answer.* As long as v = Mi holds and no current bypasses the memristor, part (a) gives

−d(ln v)/dt = 1/(MC).

The right-hand side lies between 1/(R₀C) and 1/(R₁C), whatever the history of M. The left-hand side must accumulate a total of ln 100. Hence

R₁C ln 100 ≤ t ≤ R₀C ln 100,

or 23.026 ms ≤ t ≤ 46.052 ms. An error in the law for the state cannot move the time outside this interval. A failure of Ohm's law, or a leakage path in parallel, can.

**(h) In the linear-drift model of a titanium dioxide film, a low-resistance region of thickness w grows because charged oxygen vacancies drift with mobility µ. The film is D = 10 nm thick and 10 µm wide, at 300 K. Find the mobility that gives Q₀ = 1 µC, and judge whether the ideal circuit describes such a film.**

*Answer.* Let the whole film have resistance R₁ when w = D and R₀ when w = 0. The two regions are in series, so

M = R₁w/D + R₀(1 − w/D).

The voltage across the low-resistance region is iR₁w/D. Dividing by w gives the field in it, E = R₁i/D. The boundary moves at the drift speed:

dw/dt = µE = µR₁i/D.

Integrating from w = 0, and using ∫ i dt = q, gives w/D = µR₁q/D². This is the linear law of the question, with

Q₀ = D²/(µR₁).

Thus

µ = D²/(R₁Q₀) = (10⁻⁶ cm)²/(5 × 10³ Ω × 10⁻⁶ C) = 2.0 × 10⁻¹⁰ cm²/Vs.

This value follows from the chosen Q₀; it is not a measured one. The neglected effects can now be sized with rough material inputs: a thermal conductivity of 1.4 W/(m K) for the support, and an optical permittivity of 6 times that of vacuum for the film. Hopping and heating, as treated below, move the boundary faster than the ideal law does, so it reaches the far side of the film before v has fallen to 1 percent. From then on M is held at R₁.

*Field-assisted hopping.* At the start i = 0.1 mA, and the field in the low-resistance region is 0.5 V/10 nm = 0.50 MV/cm. Let an ion of charge 2e hop a distance h = 0.3 nm, with the top of the barrier half a hop away. The field then changes the barrier by 2e × E × h/2 = ehE, lowering it forwards and raising it backwards. The difference of the two hopping rates is proportional to sinh u, with u = ehE/(k_BT), so the drift speed exceeds µE by the factor sinh u/u, about 1.06 at the start. With this factor included throughout the discharge, the time becomes about 27.5 ms, roughly 2 percent shorter than the ideal one. This uses the field of the low-resistance region. Ions at the boundary also meet the field of the high-resistance region, which is twice as large; taking u from that field gives a factor of about 1.24 at the start and a time of about 26.5 ms, roughly 5 percent shorter.

*Self-heating.* The starting power is 1 V × 0.1 mA = 0.1 mW. Replace the square film by a disc of equal area, with radius b = 10 µm/√π, on a thick silica support of thermal conductivity κ. A point source of power p warms the support at distance r by p/(2πκr). Summing over rings of the disc, the rise at its centre is

ΔT = ∫ from 0 to b of [P/(πb²)] 2πr dr/(2πκr) = P/(πκb) ≈ 4 K.

This assumes steady heat flow and no spreading of heat in the electrodes. For an activation energy of 1.0 eV, such a rise speeds up the ions by a factor of about 1.7. With heating included throughout, the time shortens to about 25.5 ms, by roughly 9 percent. For the ions this is a high estimate, because 1.0 eV does not fit the mobility found above. For simple hops with 10¹³ attempts per second, a mobility of 2.0 × 10⁻¹⁰ cm²/Vs at 300 K needs a barrier of only about 0.57 eV, and heating then shortens the time to about 26.3 ms, by 6 percent. With a barrier of 1.0 eV the mobility would be about 10⁻¹⁷ cm²/Vs, and the film would hardly switch during the discharge. These times take R₀ and R₁ as independent of temperature. If the electronic conduction is itself activated, heating also lowers M directly: for an activation energy of 0.3 eV the starting resistance would fall from 10 to about 8.3 kΩ, an effect left out above. At fixed power ΔT varies as 1/b, so in a much narrower cell heating is no longer a small correction.

*Measurement.* A 10 MΩ probe across the capacitor changes the time to 27.972 ms, which is negligible here. With the high heating estimate, hopping, heating and probe together give about 25.2 ms, roughly 10 percent below the ideal result.

*Diffusion.* The Einstein relation gives the ions a diffusion coefficient µk_BT/(2e). Over the 28.0 ms discharge their diffusion length, the square root of 2 × coefficient × time, is about 3.8 nm. That is not small compared with 10 nm, so the sharp boundary is a poor approximation. Drift does not sharpen it again in this polarity: vacancies that get ahead of the boundary enter the stronger field of the high-resistance region and move faster still. Since the length grows as the square root of time, unopposed diffusion would reach 10 nm in (10/3.8)² × 28 ms, or about 0.2 s. A film with this constant mobility would not be a lasting memory. If conduction stays ohmic and M stays in its range, part (g) still limits the effect on the discharge time.

*Conduction.* The high-resistance region starts at 1.00 MV/cm. If its current is carried by electrons released from charged traps, the field lowers the escape barrier. For a trap left with charge +e, and with ε the optical permittivity of the film, the electron's energy at distance r from the trap is −e²/(4πεr) − eEr. Setting its derivative to zero gives r² = e/(4πεE), and the energy there is −e√[eE/(πε)]. The barrier is therefore lowered by about 0.31 eV, or 12 k_BT; for a trap left with charge +2e the lowering is √2 times larger, about 0.44 eV. A Boltzmann factor e¹² exceeds 10⁵, so in that case the resistance would depend strongly on voltage, M(q) alone could not describe the film, and the interval of part (g) would not apply.

*Judgement.* The result of 28.0 ms belongs to the ideal circuit. Two assumptions are most at risk. One is the mobility: if the barrier for the ions is near 1 eV, M stays close to 10 kΩ, and with ohmic conduction the time is near 46 ms. The other is Ohm's law at fixed state. Its failure could move the time by more than the 10 percent found for hopping and heating, and by how much cannot be said without a conduction law for the particular film. As an illustration, if the conductivity of the high-resistance region followed the Boltzmann factor of the barrier lowering and were matched to 10 kΩ at the start, M would rise above 10 kΩ as the field falls, and the time would be about 60 ms. All these estimates also assume a boundary that moves uniformly over the whole area. Many real titanium dioxide cells switch through narrow conducting filaments, where current density and heating are far larger, and the estimates above do not apply to them.

Numbers as computed

```
Capacitance: 1.0 microfarad
Starting voltage: 1.0 V
Starting memristance: 10.0 kilohm
End memristance: 5.0 kilohm
Charge range: 1.0 microcoulomb
Logarithm ln(100): 4.60517
Logarithmic term: 23.026 ms
Linear term: 4.950 ms
Time to 50 percent: 5.966 ms
Time to 10 percent: 16.013 ms
Time to 1 percent: 27.976 ms
Time to 0.1 percent: 39.534 ms
Main time, rounded: 28.0 ms
Main time, converted: 0.0280 s
Passed charge at 1 percent: 0.990 microcoulomb
Memristance at 1 percent: 5.050 kilohm
Heat by 1 percent: 0.49995 microjoule
Flux by 1 percent: 7.44975 mV s
Fixed 5 kilohm time: 23.026 ms
Fixed 10 kilohm time: 46.052 ms
Reversed-polarity time: 41.102 ms
Voltage at 5 ms: 0.56714 V
Voltage at 10 ms: 0.27846 V
Voltage at 20 ms: 0.04748 V
Film thickness (rough): 10 nm
Film width (rough): 10 micrometre
Temperature: 300 K
Required ion mobility: 2.00e-10 cm2/Vs
Ion hop length (rough): 0.3 nm
Ion charge number: 2
Ion activation energy (rough): 1.0 eV
Support conductivity (rough): 1.4 W/(m K)
Optical permittivity (rough): 6.0
Probe resistance: 10 megohm
Start field, low-R region: 0.50 MV/cm
Start field, high-R region: 1.00 MV/cm
Start hopping enhancement: 1.057
Start power: 0.100 mW
Steady temperature rise at start: 4.03 K
Start thermal enhancement: 1.67
Time with field hopping: 27.473 ms
Time with self-heating: 25.455 ms
Time with probe: 27.972 ms
Time with all three: 25.230 ms
Ion diffusion length: 3.80 nm
Poole-Frenkel lowering: 0.310 eV
Lowering divided by kT: 12.0
```
